Internal conical refraction of transverse sound along [111] in cubic crystals

**Problem**

A plane elastic wave travels through a cubic crystal with stiffnesses C11, C12, C44 and density ρ. Its wave normal n lies at or near n0 = (1,1,1)/√3. Treat the crystal as a linear, lossless continuum with C11 > C12, C44 > 0 and C12 + C44 > 0. Neglect piezoelectric and magnetoelastic effects.

(a) Find the wave speeds for n = n0 and show that the two transverse waves are degenerate.

(b) Tilt the normal by a small angle θ. Use degenerate perturbation theory to find the transverse speeds to first order in θ, and the polarizations to leading order.

(c) Find the direction of energy flow for a transverse wave close to n0 and for one exactly at n0. Derive the half-angle Ψ of the resulting cone.

(d) Discuss how Ψ depends on the elastic anisotropy, and what a beam of finite width does.

(e) Evaluate Ψ for silicon and nickel from these rough room-temperature values of C11, C12, C44 in GPa: 170, 64, 80 for silicon and 250, 150, 120 for nickel. State how far the rounding of these inputs limits the answer.

**Solution**

**(a) The degenerate pair**

The equation of motion is ρ ∂²u_i/∂t² = c_ijkl ∂_j∂_l u_k, with repeated indices summed. A plane wave with polarization e, unit normal n and phase speed v therefore obeys

Γ e = ρv² e, Γ_ik = c_ijkl n_j n_l.

With K = C11 − C12 − 2C44, the cubic stiffness tensor is

c_ijkl = C12 δ_ij δ_kl + C44 (δ_ik δ_jl + δ_il δ_jk) + K δ_ijkl,

where δ_ijkl is 1 if all four indices are equal and 0 otherwise. As a check, c_1111 = C12 + 2C44 + K = C11. Contraction with n_j n_l gives

Γ = C44 I + (C12 + C44) n nᵀ + K diag(n_1², n_2², n_3²).

At n0 each n_i² equals 1/3, so the last term is (K/3) I. Any e perpendicular to n0 is then an eigenvector with

ρv0² = C44 + K/3 = (C11 − C12 + C44)/3.

The longitudinal wave, e = n0, has an eigenvalue higher by C12 + C44. The transverse level is thus twofold degenerate and separated from the third level by a finite gap.

**(b) Tilting the normal**

Choose unit vectors perpendicular to n0,

e1 = (1, 1, −2)/√6, e2 = (−1, 1, 0)/√2,

and measure azimuths from e1 towards e2. The tilted normal is n = n0 + δn, with

δn = θ (cos φ e1 + sin φ e2) + O(θ²).

Degenerate perturbation theory requires the change of Γ between transverse vectors a and b:

- The C44 term does not change, because n remains a unit vector.
- The change of n nᵀ is n0 δnᵀ + δn n0ᵀ to first order. It vanishes between a and b, since both are perpendicular to n0.
- The change of n_i² is 2 n0_i δn_i = (2/√3) δn_i.

The matrix to be diagonalized is therefore

W_ab = (2K/√3) Σ_i a_i b_i δn_i.

Coupling to the longitudinal wave is of order θ. Divided by the finite gap, its square shifts the transverse eigenvalues by order θ², so it does not enter here.

Four sums are needed:

Σ e1_i³ = (1 + 1 − 8)/(6√6) = −1/√6,

Σ e1_i e2_i² = (1/√6)(1/2 + 1/2) = 1/√6,

Σ e1_i² e2_i = (1/6)(−1 + 1)/√2 = 0,

Σ e2_i³ = (−1 + 1)/(2√2) = 0.

They give

W_11 = −(2K/√18) θ cos φ,

W_22 = +(2K/√18) θ cos φ,

W_12 = W_21 = (2K/√18) θ sin φ.

Since 2/√18 = √2/3,

W = (√2 Kθ/3) M, M = [[−cos φ, sin φ], [sin φ, cos φ]].

M has trace 0 and determinant −cos²φ − sin²φ = −1, so its eigenvalues are ±1. Hence

ρv² = ρv0² ± (√2 |K|/3) θ,

with the upper sign for the fast wave. Taking the square root to first order divides the relative change by two:

v = v0 (1 ± tθ), t = √2 |K|/(6ρv0²).

Inserting 6ρv0² = 2(C11 − C12 + C44) gives

t = |K| / [√2 (C11 − C12 + C44)].

To this order the splitting does not depend on φ. The two sheets of v touch at n0 like the tips of two circular cones.

For a polarization e = cos ψ e1 + sin ψ e2,

eᵀMe = −cos φ cos 2ψ + sin φ sin 2ψ = −cos(φ + 2ψ).

If K > 0, the fast wave needs the value +1, so 2ψ = π − φ. If K < 0, it needs −1, so 2ψ = −φ. The slow polarization is perpendicular to the fast one. When the normal goes once round n0, φ grows by 2π and ψ changes by −π: the polarization vector, followed continuously, returns with its sign reversed.

**(c) The energy flow**

*Close to n0.* Energy travels with the group velocity. From ω = |k| v(n),

v_g = ∂ω/∂k = v n + ∇⊥v,

where ∇⊥ is the gradient with respect to direction on the unit sphere. The linear law gives a gradient of magnitude v0 t, pointing away from n0 on the fast sheet and towards it on the slow sheet. As θ → 0,

v_g/v0 → n0 ± t (cos φ e1 + sin φ e2).

The limit depends on the azimuth of approach, so the gradient has no value at n0 itself. There the energy flux must be found directly.

*Exactly at n0.* Let u = a e cos(k n·x − ωt), with real e. The flux is P_j = −σ_ij ∂u_i/∂t, where σ_ij = c_ijkl ∂_l u_k. The two derivatives supply the factors −ak sin(…) and +aω sin(…), so

P_j = a² kω c_ijkl e_i e_k n_l sin²(…).

The kinetic energy density is ½ρω²a² sin²(…). The elastic energy density is ½a²k² (eᵀΓe) sin²(…), which is equal to it because eᵀΓe = ρv² and ω = vk. Dividing the flux by the total density ρω²a² sin²(…) gives the energy velocity

v_E,j = c_ijkl e_i e_k n_l/(ρv).

For e perpendicular to n0, every term containing e·n0 drops out:

c_ijkl e_i e_k n0_l = C44 n0_j + K e_j²/√3.

The component along n0 is C44 + K/3 = ρv0². For the transverse components, the four sums of part (b) give

Σ e_i² e1_i = (−cos²ψ + sin²ψ)/√6 = −cos 2ψ/√6,

Σ e_i² e2_i = 2 sin ψ cos ψ/√6 = sin 2ψ/√6.

Division by ρv0² yields

v_E/v0 = n0 + τ (−cos 2ψ e1 + sin 2ψ e2),

τ = K/(3√2 ρv0²) = K/[√2 (C11 − C12 + C44)].

The transverse part has length |τ| = t for every ψ. The energy velocity therefore lies on a circular cone about [111] with half-angle Ψ,

tan Ψ = |C11 − C12 − 2C44| / [√2 (C11 − C12 + C44)].

The full opening is 2Ψ. Rotating the polarization by π carries the energy direction once round the cone. This result for n = n0 uses no expansion in θ. It agrees with the limit from neighbouring normals: for K < 0 the fast wave has 2ψ = −φ, and the formula then gives the direction +t(cos φ e1 + sin φ e2).

For circular polarization, e_i² is replaced in the time average by |e_i|² = (e1_i² + e2_i²)/2 = (1 − 1/3)/2 = 1/3. The transverse part vanishes and the mean flux is along [111].

**(d) Anisotropy and finite beams**

Let A = 2C44/(C11 − C12). Then K = (C11 − C12)(1 − A) and C11 − C12 + C44 = (C11 − C12)(1 + A/2), so

tan Ψ = √2 |1 − A|/(2 + A).

Density has cancelled, and a single elastic ratio fixes the angle. For A = 1 the crystal is elastically isotropic, the linear splitting disappears and the cone closes. For A > 1 the derivative of tan Ψ with respect to A is 3√2/(2 + A)², so the cone widens with A, and tan Ψ approaches √2 as C11 − C12 → 0. For A < 1 it widens as A falls, with tan Ψ approaching 1/√2 as C44 → 0. Both limits lie at the edge of elastic stability.

A finite beam contains normals at all azimuths round n0. The fast wave with φ = β and the slow wave with φ = β + π both send energy along the generator at azimuth β. By the rules of part (b) they have the same polarization up to sign. After an axial path z long enough for the ring to be much wider than the original beam, the beam becomes a ring of radius R = z tan Ψ. Seen closely, the ring of a Gaussian beam is double. While the θ² terms in v add little phase over the path, interference leaves a narrow, nearly dark circle slightly inside r = R, between a bright outer ring and a weaker inner one.

Suppose the incident beam is linearly polarized, and let β0 be the generator belonging to that polarization. The polarization belonging to β differs from it by the angle (β − β0)/2, so the intensity round the ring is proportional to

cos²[(β − β0)/2] = ½[1 + cos(β − β0)].

The mean of cos(β − β0) with this weight is 1/2, which puts the centroid at R/2. A single plane wave at n0, by contrast, sends all its energy along β0. Under the linear law, circular polarization lights the ring evenly and leaves the centroid on the axis.

The ring radius and the centroid were checked numerically for both sets of constants. A Gaussian beam of amplitude exp(−r²/2w²) with kw = 1000, so that its normals spread over about 0.001 rad, was propagated with the full Christoffel frequencies until R = 15w. For circular polarization the mean radius is 1.006 of the predicted R, and 0.990 of the intensity lies at radii within 30% of R. These two figures depend on the chosen ratio R/w. They are the same for both crystals because, at so small a spread, the phase gained by a component with transverse wavenumber q is close to ±qR, whatever the constants. The centroid is at 0.501 R for polarization e1 and at 0.000 R for circular polarization.

**(e) Silicon and nickel**

For silicon,

K = 170 − 64 − 2·80 = −54 GPa,

C11 − C12 + C44 = 170 − 64 + 80 = 186 GPa, ρv0² = 186/3 = 62 GPa,

tan Ψ = 54/(√2·186) = 0.205, Ψ = 11.6°.

For nickel,

K = 250 − 150 − 2·120 = −140 GPa,

C11 − C12 + C44 = 250 − 150 + 120 = 220 GPa, ρv0² = 220/3 = 73.3 GPa,

tan Ψ = 140/(√2·220) = 0.450, Ψ = 24.2°.

Nickel has the wider cone because its anisotropy, A = 2.40, is further above 1 than silicon's A = 1.51.

The inputs do not support the decimals. Read every constant as a two-figure value, so that the rounding is ±5 GPa, except ±0.5 GPa for silicon's C12 and C44. Moving each constant by this amount lets Ψ range from 10.0° to 13.3° in silicon and from 20.7° to 27.8° in nickel. The answers are therefore about 12° for silicon and about 24° for nickel, with full openings of roughly 23° and 48°. These ranges cover rounding alone. They do not include temperature or, for ferromagnetic nickel, the neglected magnetoelastic effects.

The reach of the linear law can be judged at θ = 1°, or 0.01745 rad. It predicts (v_fast − v_slow)/v0 = 2θ tan Ψ = 0.00717 for silicon. Full diagonalization gives 0.00705 to 0.00727, depending on azimuth. For nickel the prediction is 0.01571 and the full range is 0.01548 to 0.01592. The deviations are below 2% of the linear value.

The energy direction departs further from its limiting value. A θ² term common to both sheets cancels in the splitting but survives in the gradient of v as a correction of order θ, and the tilt of n enters the direction as well. At the same tilt, the angle between energy flow and [111] in silicon is 9.8° to 10.5° for the slow wave and 12.7° to 13.3° for the fast wave, instead of 11.6°. In nickel the ranges are 22.0° to 23.3° and 25.1° to 26.3°, instead of 24.2°. Part of the shift is the tilt of n itself: it adds about 1° on the fast sheet, whose energy leans to the same side as n, and subtracts about 1° on the slow sheet. The rest comes from the θ² terms in v, whose gradient is of order θ, and from the change of v itself in the ratio |∇⊥v|/v. At this tilt the energy direction is thus off the ideal cone by roughly 1° to 2°, which limits how sharp the ring of a beam with such normals can stay over a long path.

The values used here are listed in the numerical output.

Table of computed values

```
Si: C11, C12, C44 = 170, 64, 80 GPa (rough)
Si: rounding +- 5.0, 0.5, 0.5 GPa
Si: K = -54 GPa
Si: anisotropy A = 1.509
Si: transverse rho v0^2 = 62.00 GPa
Si: longitudinal rho v^2 = 206.00 GPa
Si: slope sqrt2|K|/3 = 25.46 GPa/rad
Si: tan Psi = 0.2053
Si: cone half-angle Psi = 11.60 deg
Si: full opening 2 Psi = 23.20 deg
Si: Psi range from rounding = 10.0 to 13.3 deg
Si: energy speed / phase speed = 1.0209
Si: 1 deg tilt, (vfast-vslow)/v0 linear = 0.00717
Si: same, full, over azimuth = 0.00705 to 0.00727
Si: 1 deg tilt, slow flux angle = 9.82 to 10.53 deg
Si: 1 deg tilt, fast flux angle = 12.65 to 13.32 deg
Si: polarization sign after one circuit = -1
Si: beam mean radius / predicted = 1.006
Si: beam share within 30% of ring = 0.990
Si: centroid / ring radius, pol. e1 = 0.501
Si: centroid / ring radius, circular = 0.000
Ni: C11, C12, C44 = 250, 150, 120 GPa (rough)
Ni: rounding +- 5.0, 5.0, 5.0 GPa
Ni: K = -140 GPa
Ni: anisotropy A = 2.400
Ni: transverse rho v0^2 = 73.33 GPa
Ni: longitudinal rho v^2 = 343.33 GPa
Ni: slope sqrt2|K|/3 = 66.00 GPa/rad
Ni: tan Psi = 0.4500
Ni: cone half-angle Psi = 24.23 deg
Ni: full opening 2 Psi = 48.45 deg
Ni: Psi range from rounding = 20.7 to 27.8 deg
Ni: energy speed / phase speed = 1.0966
Ni: 1 deg tilt, (vfast-vslow)/v0 linear = 0.01571
Ni: same, full, over azimuth = 0.01548 to 0.01592
Ni: 1 deg tilt, slow flux angle = 22.00 to 23.28 deg
Ni: 1 deg tilt, fast flux angle = 25.14 to 26.30 deg
Ni: polarization sign after one circuit = -1
Ni: beam mean radius / predicted = 1.006
Ni: beam share within 30% of ring = 0.990
Ni: centroid / ring radius, pol. e1 = 0.501
Ni: centroid / ring radius, circular = 0.000
```
